**Golden-rule and complex-scaled widths of helium 2s² ¹S**

The program evaluates Γ = 4π(c_s R⁰ + c_p R¹/√3)², where R⁰ and R¹ are the monopole and dipole radial integrals to 1s + εs, and c_s and c_p are the coefficients of 2s² and 2p². With hydrogenic bound orbitals and a charge-1 Coulomb wave it gives 0.20 eV for pure 2s² and 0.25 eV for the mixed state, against 0.124 eV from complex-scaled configuration interaction with l ≤ 3. It asserts that the closed forms for the repulsion matrix, the transition potentials and the radial integrals agree with quadrature, and that the reference widths are stable when the scaling angle changes. The static wave is compared with direct integration, and the static-exchange wave is tested in the projected two-electron equation. With the electron repulsion multiplied by a small g, the complex-scaled widths divided by g² are extrapolated to g = 0 and compared with the golden rule for a charge-2 continuum. The two agree to about 0.1% for the lower state; for the narrow upper state they differ by about 8% of its own width, which is within the asserted tolerance of 1% of the lower width. The output also shows that a better continuum does not remove the excess width of the mixed state, and that the two amplitudes have opposite signs in the upper state, nearly cancelling for the charge-1 wave.

## Numerical verification

```python
"""Golden-rule autoionization width of helium 2s^2 1S, with and without 2p^2.

Result under test (atomic units, nuclear charge 2, hydrogenic 1s, 2s, 2p):
  width = 4 pi (c_s R0 + c_p R1/sqrt(3))^2
R0, R1: monopole and dipole radial integrals to 1s + continuum s electron,
c_s, c_p: coefficients of 2s^2 and 2p^2 (1S angular part +sqrt(3) cos(theta12)).
The continuum wave is energy normalized. For a Coulomb wave of charge q the
integrals follow from its Laplace transform L(beta).
The reference is a complex-scaled configuration-interaction calculation.
"""
import numpy as np
import mpmath as mp
from numpy.polynomial import legendre as leg
from scipy.integrate import solve_ivp
from scipy.special import eval_genlaguerre, gammaln
from scipy.constants import physical_constants, hbar, e as charge_e

EV = physical_constants['Hartree energy in eV'][0]
Z = 2.0

# Composite Gauss grid and cumulative integration matrix
n_node, n_panel, r_max = 14, 36, 50.0
x, wx = leg.leggauss(n_node)
inner = (leg.legvander(x, n_node) @ leg.legint(np.eye(n_node), lbnd=-1)
         @ np.linalg.inv(leg.legvander(x, n_node - 1)))
edges = r_max * np.linspace(0, 1, n_panel + 1)**1.5
half = np.diff(edges) / 2
r = (edges[:-1, None] + half[:, None] * (x + 1)).ravel()
w = (half[:, None] * wx).ravel()
cumul = np.zeros((r.size, r.size))
for p in range(n_panel):
    rows = slice(p * n_node, (p + 1) * n_node)
    cumul[rows, :p * n_node] = w[:p * n_node]
    cumul[rows, rows] = half[p] * inner
outer = w[None, :] - cumul


def multipole_matrix(k):
    """Matrix taking a radial density to its k-pole potential."""
    return (r[:, None]**(-k - 1) * cumul * r**k
            + r[:, None]**k * outer * r**(-k - 1.0))


Y = [multipole_matrix(k) for k in range(7)]
P1s = 2 * Z**1.5 * r * np.exp(-Z * r)
P2s = Z**1.5 / np.sqrt(2) * r * (1 - Z * r / 2) * np.exp(-Z * r / 2)
P2p = Z**2.5 / (2 * np.sqrt(6)) * r**2 * np.exp(-Z * r / 2)


def slater(k, density1, density2):
    return w @ (density1 * (Y[k] @ density2))


# Bound-pair repulsion: closed values against quadrature
assert abs(w @ (P1s * P2s)) < 1e-10
repulsion = Z / 512 * np.array([[77, 45 / np.sqrt(3)],
                                [45 / np.sqrt(3), 111]])
numerical = np.array([
    [slater(0, P2s**2, P2s**2), slater(1, P2s*P2p, P2s*P2p) / np.sqrt(3)],
    [slater(1, P2s*P2p, P2s*P2p) / np.sqrt(3),
     slater(0, P2p**2, P2p**2) + 0.4 * slater(2, P2p**2, P2p**2)]])
assert np.allclose(repulsion, numerical, atol=1e-9)
pair_energy, pair_vector = np.linalg.eigh(repulsion)
lower = pair_vector[:, 0] * np.sign(pair_vector[0, 0])
upper = pair_vector[:, 1] * np.sign(pair_vector[0, 1])
pure_s = np.array([1.0, 0.0])
u0 = 8 * np.sqrt(2) / 27 * (1 + 3 * r) * np.exp(-3 * r)
u1 = 8 * np.sqrt(2 / 3) / r**2 * (8 / 81 - np.exp(-3 * r)
     * (8 / 81 + 8 * r / 27 + 4 * r**2 / 9 + r**3 / 3))
assert np.allclose(u0, Y[0] @ (P1s * P2s), atol=1e-9)
far = r > 0.05  # the closed u1 loses digits by cancellation nearer the origin
assert np.allclose(u1[far], (Y[1] @ (P1s * P2p))[far], atol=1e-9)


def width(R, c):
    return 4 * np.pi * (c[0] * R[0] + c[1] * R[1] / np.sqrt(3))**2


def laplace(beta, q, k):
    """Transform of the energy-normalized Coulomb wave and 3 derivatives."""
    slope = np.sqrt(4 * q / (1 - np.exp(-2 * np.pi * q / k)))
    d = beta**2 + k**2
    L = slope * np.exp(-2 * q / k * np.arctan(k / beta)) / d
    L1 = -2 * (beta - q) * L / d
    L2 = (-2 * L - (4 * beta - 2 * q) * L1) / d
    L3 = (-6 * L1 - (6 * beta - 2 * q) * L2) / d
    return slope, L, L1, L2, L3


def closed_integrals(q, energy):
    k = np.sqrt(2 * energy)
    _, L, L1, L2, L3 = laplace(4.0, q, k)
    R0 = 16 * np.sqrt(2) / 27 * (-L1 + 2 * L2 + 3 * L3)
    R1 = 16 * np.sqrt(2) / 3 * (8 / 81 * (laplace(1.0, q, k)[1] - L)
                                + 8 / 27 * L1 - 4 / 9 * L2 + L3 / 3)
    return np.array([R0, R1])


def grid_integrals(wave):
    return np.array([slater(0, P2s * wave, P1s * P2s),
                     slater(1, P2p * wave, P1s * P2p)])


# Two-electron 1S Hamiltonian in orthonormal Laguerre orbitals, l = 0..3
n_orb, scale, l_top = 14, 2.5, 3
orbitals, kinetic, nuclear = [], [], []
for l in range(l_top + 1):
    a = 2 * l + 2
    chi, dchi = [], []
    for n in range(n_orb):
        norm = np.exp(0.5 * ((a + 1) * np.log(scale) + gammaln(n + 1)
                             - gammaln(n + a + 1)))
        front = norm * r**(l + 1) * np.exp(-scale * r / 2)
        f = front * eval_genlaguerre(n, a, scale * r)
        df = ((l + 1) / r - scale / 2) * f
        if n > 0:
            df = df - scale * front * eval_genlaguerre(n - 1, a + 1, scale * r)
        chi.append(f)
        dchi.append(df)
    chi, dchi = np.array(chi), np.array(dchi)
    assert np.allclose((chi * w) @ chi.T, np.eye(n_orb), atol=1e-8)
    orbitals.append(chi)
    kinetic.append(0.5 * (dchi * w) @ dchi.T
                   + 0.5 * l * (l + 1) * (chi * w / r**2) @ chi.T)
    nuclear.append(-Z * (chi * w / r) @ chi.T)

pairs = [(i, j) for i in range(n_orb) for j in range(i, n_orb)]
n_pair = len(pairs)
sym = np.zeros((n_orb**2, n_pair))
for col, (i, j) in enumerate(pairs):
    sym[i * n_orb + j, col] += 1
    sym[j * n_orb + i, col] += 1
sym /= np.linalg.norm(sym, axis=0)
size = (l_top + 1) * n_pair
T2, VN, VE = (np.zeros((size, size)) for _ in range(3))
one = np.eye(n_orb)
xa, wa = leg.leggauss(12)
legendre_values = leg.legvander(xa, 2 * l_top)
for l in range(l_top + 1):
    bl = slice(l * n_pair, (l + 1) * n_pair)
    for target, h in ((T2, kinetic[l]), (VN, nuclear[l])):
        target[bl, bl] = sym.T @ (np.kron(h, one) + np.kron(one, h)) @ sym
    for m in range(l, l_top + 1):
        bm = slice(m * n_pair, (m + 1) * n_pair)
        dens = (orbitals[l][:, None, :] * orbitals[m][None, :, :]
                ).reshape(n_orb**2, -1)
        total = np.zeros((n_orb**2, n_orb**2))
        for k in range(m - l, l + m + 1, 2):
            angular = (np.sqrt((2 * l + 1) * (2 * m + 1)) / 2
                       * np.sum(wa * legendre_values[:, l]
                                * legendre_values[:, k]
                                * legendre_values[:, m]))
            total += angular * (dens * w) @ (dens @ Y[k].T).T
        total = total.reshape((n_orb,) * 4).transpose(0, 2, 1, 3)
        block = sym.T @ total.reshape(n_orb**2, n_orb**2) @ sym
        VE[bl, bm] = block
        VE[bm, bl] = block.T


def resonances(coupling, angle, l_max):
    """Complex energies below the n=2 threshold, ordered by position."""
    n = (l_max + 1) * n_pair
    H = (np.exp(-2j * angle) * T2[:n, :n]
         + np.exp(-1j * angle) * (VN[:n, :n] + coupling * VE[:n, :n]))
    ev = np.linalg.eigvals(H)
    ev = ev[(ev.real > -1.1) & (ev.real < -0.5) & (abs(ev.imag) < 0.05)]
    return ev[np.argsort(ev.real)]


# Reference resonances and their stability under the scaling angle
by_l = [resonances(1.0, 0.4, l) for l in range(l_top + 1)]
reference = by_l[-1][:2]
other_angle = resonances(1.0, 0.5, l_top)[:2]
gamma_ref = -2 * reference.imag
gamma_other = -2 * other_angle.imag
assert abs(gamma_other[0] / gamma_ref[0] - 1) < 0.01
assert abs(gamma_other[1] / gamma_ref[1] - 1) < 0.05
assert abs(gamma_ref[0] * EV - 0.12) < 0.01

# Weak repulsion: complex-scaled width / g^2 must reach the golden rule
g = 0.04
weak = [-2 * resonances(j * g, 0.4, 1)[:2].imag / (j * g)**2
        for j in (1, 2, 3)]
weak_limit = 3 * weak[0] - 3 * weak[1] + weak[2]
R_weak = closed_integrals(Z, 1.0)
weak_golden = np.array([width(R_weak, lower), width(R_weak, upper)])
assert np.all(abs(weak_limit - weak_golden) < 0.01 * weak_golden[0])

# Charge-1 Coulomb waves F, G at the resonance energy
eps = reference[0].real + Z**2 / 2
k = np.sqrt(2 * eps)
eta, rho = -1 / k, k * r_max


def boundary(function):
    f0 = float(mp.re(function(0, eta, rho)))
    f1 = float(mp.re(function(1, eta, rho)))
    return [f0, k * ((1 / rho + eta) * f0 - np.sqrt(1 + eta**2) * f1)]


def coulomb_ode(s, y):
    q = -(2 / s + k**2)
    return [y[1], q * y[0], y[3], q * y[2]]


start = boundary(mp.coulombf) + boundary(mp.coulombg)
sol = solve_ivp(coulomb_ode, (r_max, r[0]), start, method='DOP853',
                t_eval=r[::-1], rtol=1e-11, atol=1e-12)
assert sol.success
F, G = sol.y[0][::-1], sol.y[2][::-1]
unit = np.sqrt(2 / (np.pi * k))
R_coul = closed_integrals(1.0, eps)
assert np.allclose(R_coul, grid_integrals(unit * F), atol=1e-7)
slope, L4, L4a, L4b, L4c = laplace(4.0, 1.0, k)
L_one = laplace(1.0, 1.0, k)[1]
for power, value in enumerate((L4, -L4a, L4b, -L4c)):
    assert abs(w @ (r**power * np.exp(-4 * r) * unit * F) - value) < 1e-7

# Better continua: add a short-range operator to the charge-1 Coulomb field
green = -2 / k * (G[:, None] * cumul * F + F[:, None] * outer * G)


def distorted_wave(operator):
    phi = np.linalg.solve(np.eye(r.size) - green @ operator, F)
    tan_shift = -2 / k * (w @ (F * (operator @ phi)))
    return unit * phi / np.sqrt(1 + tan_shift**2)


static = np.diag(-(1 / r + Z) * np.exp(-2 * Z * r))
exchange = (P1s[:, None] * Y[0] * P1s
            + (-Z**2 / 2 - eps) * np.outer(P1s, w * P1s))
wave_static = distorted_wave(static)
wave_exchange = distorted_wave(static + exchange)
R_static = grid_integrals(wave_static)
R_exchange = grid_integrals(wave_exchange)

# Static wave by direct outward integration and matching to F and G
direct = solve_ivp(
    lambda s, y: [y[1], -(2 / s + 2 * (1 / s + Z) * np.exp(-2 * Z * s)
                          + k**2) * y[0]],
    (r[0], r_max), [r[0] * (1 - Z * r[0]), 1 - 2 * Z * r[0]],
    method='DOP853', t_eval=r, rtol=1e-10, atol=1e-12)
u = direct.y[0]
tail = r > 20
match = np.linalg.lstsq(np.array([F[tail], G[tail]]).T, u[tail],
                        rcond=None)[0]
R_direct = grid_integrals(unit * u / np.linalg.norm(match))
assert np.allclose(abs(R_direct), abs(R_static), atol=1e-5)

# Static-exchange wave in the two-electron equation projected on 1s * test
E_total = eps - Z**2 / 2
for b in (0.7, 1.3, 2.4):
    test = r**2 * np.exp(-b * r)
    h_test = (-0.5 * (2 - 4 * b * r + b**2 * r**2) * np.exp(-b * r)
              - Z * test / r)
    phi = wave_exchange
    residual = (w @ (h_test * phi) + (-Z**2 / 2 - E_total) * (w @ (test * phi))
                + w @ (test * phi * (Y[0] @ P1s**2))
                + (-Z**2 - E_total) * (w @ (test * P1s)) * (w @ (P1s * phi))
                + w @ (test * P1s * (Y[0] @ (P1s * phi))))
    assert abs(residual) < 1e-5 * (w @ abs(h_test * phi))

eps_up = reference[1].real + Z**2 / 2
R_up = closed_integrals(1.0, eps_up)

print(f"Hartree energy: {EV:.5f} eV")
print("Complex-scaled reference, orbitals up to l (position, width):")
for l, ev in enumerate(by_l):
    print(f"  l<={l}: {ev[0].real:.5f} hartree, {-2*ev[0].imag*EV:.4f} eV")
print(f"Reference width, lower: {gamma_ref[0]:.6f} hartree")
print(f"Same at second scaling angle: {gamma_other[0]:.6f} hartree")
print(f"Reference upper state: {reference[1].real:.5f} hartree, "
      f"{gamma_ref[1]*EV:.5f} eV")
print(f"Lifetime of lower state: "
      f"{hbar/(gamma_ref[0]*EV*charge_e)*1e15:.2f} fs")
print("Repulsion matrix 2s2,2p2 (11, 12, 22): "
      f"{repulsion[0,0]:.5f} {repulsion[0,1]:.5f} "
      f"{repulsion[1,1]:.5f} hartree")
print(f"Two-configuration energies: {pair_energy[0]-1:.5f} "
      f"{pair_energy[1]-1:.5f} hartree")
print(f"Lower state c_s, c_p: {lower[0]:.5f} {lower[1]:.5f}")
print(f"Upper state c_s, c_p: {upper[0]:.5f} {upper[1]:.5f}")
print(f"Lower state weight of 2p2: {100*lower[1]**2:.2f} percent")
print(f"Electron energy: {eps:.5f} hartree = {eps*EV:.3f} eV")
print(f"Wave number k: {k:.5f} 1/bohr")
print(f"Charge-1 wave, slope at origin: {slope:.5f} a.u.")
print(f"L(1), L(4): {L_one:.6f} {L4:.6f} a.u.")
print(f"L'(4), L''(4), L'''(4): {L4a:.6f} {L4b:.6f} {L4c:.6f} a.u.")
print("Continuum: R0, R1 (a.u.); width of pure 2s2, mixed lower (eV)")
for name, R in (("charge-1 Coulomb", R_coul), ("static 1s field", R_static),
                ("static exchange", R_exchange)):
    print(f"  {name}: {R[0]:.6f} {R[1]:.6f}; "
          f"{width(R, pure_s)*EV:.4f} {width(R, lower)*EV:.4f}")
print(f"Charge-1 widths, pure and mixed: {width(R_coul, pure_s):.6f} "
      f"{width(R_coul, lower):.6f} hartree")
print(f"Charge-1 mixed/pure width ratio: "
      f"{width(R_coul, lower)/width(R_coul, pure_s):.3f}")
print(f"Charge-1 pure/reference width ratio: "
      f"{width(R_coul, pure_s)/gamma_ref[0]:.3f}")
print(f"Charge-1 mixed/reference width ratio: "
      f"{width(R_coul, lower)/gamma_ref[0]:.3f}")
print(f"Amplitude parts c_s R0, c_p R1/sqrt3: {lower[0]*R_coul[0]:.6f} "
      f"{lower[1]*R_coul[1]/np.sqrt(3):.6f} a.u.")
print(f"Upper state, electron energy: {eps_up:.5f} hartree")
print(f"Upper state R0, R1: {R_up[0]:.6f} {R_up[1]:.6f} a.u.")
print(f"Upper parts c_s R0, c_p R1/sqrt3: {upper[0]*R_up[0]:.6f} "
      f"{upper[1]*R_up[1]/np.sqrt(3):.6f} a.u.")
print(f"Upper state golden-rule width: {width(R_up, upper)*EV:.5f} eV")
print(f"Weak-repulsion width/g^2, scaled CI limit: {weak_limit[0]:.6f} "
      f"{weak_limit[1]:.6f} hartree")
print(f"Weak-repulsion golden rule: {weak_golden[0]:.6f} "
      f"{weak_golden[1]:.6f} hartree")
print("verified")
```

It prints:

```
Hartree energy: 27.21139 eV
Complex-scaled reference, orbitals up to l (position, width):
  l<=0: -0.72284 hartree, 0.0652 eV
  l<=1: -0.77729 hartree, 0.1269 eV
  l<=2: -0.77781 hartree, 0.1244 eV
  l<=3: -0.77785 hartree, 0.1239 eV
Reference width, lower: 0.004553 hartree
Same at second scaling angle: 0.004551 hartree
Reference upper state: -0.62118 hartree, 0.00583 eV
Lifetime of lower state: 5.31 fs
Repulsion matrix 2s2,2p2 (11, 12, 22): 0.30078 0.10149 0.43359 hartree
Two-configuration energies: -0.75410 -0.51153 hartree
Lower state c_s, c_p: 0.87964 -0.47564
Upper state c_s, c_p: 0.47564 0.87964
Lower state weight of 2p2: 22.62 percent
Electron energy: 1.22215 hartree = 33.256 eV
Wave number k: 1.56343 1/bohr
Charge-1 wave, slope at origin: 2.01822 a.u.
L(1), L(4): 0.162677 0.067936 a.u.
L'(4), L''(4), L'''(4): -0.022100 0.009408 -0.004033 a.u.
Continuum: R0, R1 (a.u.); width of pure 2s2, mixed lower (eV)
  charge-1 Coulomb: 0.024151 -0.020490; 0.1995 0.2469
  static 1s field: 0.023625 -0.035106; 0.1909 0.3165
  static exchange: 0.022428 -0.038079; 0.1720 0.3116
Charge-1 widths, pure and mixed: 0.007330 0.009074 hartree
Charge-1 mixed/pure width ratio: 1.238
Charge-1 pure/reference width ratio: 1.610
Charge-1 mixed/reference width ratio: 1.993
Amplitude parts c_s R0, c_p R1/sqrt3: 0.021244 0.005627 a.u.
Upper state, electron energy: 1.37882 hartree
Upper state R0, R1: 0.023983 -0.020464 a.u.
Upper parts c_s R0, c_p R1/sqrt3: 0.011407 -0.010393 a.u.
Upper state golden-rule width: 0.00035 eV
Weak-repulsion width/g^2, scaled CI limit: 0.008318 0.000383 hartree
Weak-repulsion golden rule: 0.008325 0.000418 hartree
verified
```
